\section*{Off-centre tin and the antibonding level in a three-level SnO model}

\section{Definitions and conventions}

A tin atom sits at the centre of a square of four oxygen atoms. The oxygen atoms lie at $a\,\mathbf e_j$, where the $\mathbf e_j$ are the four unit vectors $\pm\hat{\mathbf x},\pm\hat{\mathbf y}$. The tin atom is moved by $u$ along the normal $\hat{\mathbf z}$ while the oxygen atoms stay fixed. Each bond then has length $R=\sqrt{a^2+u^2}$ and direction, from tin to oxygen,
\begin{equation}
\mathbf n_j=\frac{a\,\mathbf e_j-u\,\hat{\mathbf z}}{R}. \label{eq:n}
\end{equation}

Three orbitals are kept and taken as orthonormal: Sn $5s$, written $|s\rangle$; the radial oxygen combination $|\phi\rangle=\frac12\sum_j \mathbf e_j\cdot|\mathbf p_j\rangle$, whose positive lobes point outward; and Sn $5p_z$, written $|P\rangle$, with its positive lobe along $+\hat{\mathbf z}$. Their energies are $E_s$, $E_O$ and $E_P$. The states are one-electron states in a mean field. Four electrons fill the two lower levels, and the $5p$ level is empty. The algebra uses atomic units; numbers are in eV and \AA. Every ``coefficient'' below multiplies $u^2$ or $u^4$; it is not a derivative.

\section{The matrix elements}

A $p$ orbital is resolved into a part along the bond and a part across it. With the bond integrals $V_{sp\sigma}$, $V_{pp\sigma}$, $V_{pp\pi}$ this gives
\begin{align}
\langle s|H|p_{j,\alpha}\rangle&=n_{j\alpha}V_{sp\sigma},\label{eq:sp}\\
\langle p_\alpha|H|p_{j,\beta}\rangle&=V_{pp\pi}\delta_{\alpha\beta}+(V_{pp\sigma}-V_{pp\pi})n_{j\alpha}n_{j\beta}.\label{eq:pp}
\end{align}
Here $V_{sp\sigma}>0$, because the $s$ orbital meets the negative lobe of an outward-pointing $p$ orbital. The integrals are assumed to fall as $R^{-2}$, and the symbols denote their values at $R=a$.

From \eqref{eq:n}, $\mathbf n_j\cdot\mathbf e_j=a/R$. Four equal terms with weight $\frac12$ give
\begin{equation}
V(u)=\langle s|H|\phi\rangle=2V_{sp\sigma}\frac{a^2}{R^2}\frac aR
=V_0\Big(1+\frac{u^2}{a^2}\Big)^{-3/2},\quad V_0=2V_{sp\sigma}. \label{eq:V}
\end{equation}
For $P$ and $\phi$ the term $V_{pp\pi}\delta_{\alpha\beta}$ drops out, since $\hat{\mathbf z}\cdot\mathbf e_j=0$. With $n_{jz}=-u/R$,
\begin{equation}
\langle P|H|\phi\rangle=-2(V_{pp\sigma}-V_{pp\pi})\frac{a^3u}{R^4}\simeq\lambda_O u,\quad
\lambda_O=-\frac{2(V_{pp\sigma}-V_{pp\pi})}{a}. \label{eq:lo}
\end{equation}

The two tin orbitals are coupled by the field of the ions. Let $U(z)$ be the potential energy of an electron on the axis. It is even in $z$, so its slope at the displaced nucleus is $U''u$ to first order, with $U''$ taken at $z=0$. A uniform slope couples $s$ to $P$ through $z_{sp}=\langle s|z|P\rangle>0$, with $z$ measured from the nucleus:
\begin{equation}
\langle s|H|P\rangle=\lambda_su,\qquad \lambda_s=U''z_{sp}. \label{eq:ls}
\end{equation}
Negative ions in the plane make $U$ largest there, so $U''<0$ and $\lambda_s<0$. The three-level matrix is
\begin{equation}
H(u)=\begin{pmatrix}E_s&V&\lambda_su\\V&E_O&\lambda_Ou\\\lambda_su&\lambda_Ou&E_P\end{pmatrix}. \label{eq:H}
\end{equation}
Reflection in the oxygen plane explains its form: $s$ and $\phi$ are even and $P$ is odd, so their coupling vanishes at $u=0$ and starts linearly. At first $V$ is held at $V_0$, which isolates the effect of $5p$ mixing.

\section{The undisplaced levels}

Write $\delta=(E_s-E_O)/2$ and $h=\sqrt{\delta^2+V_0^2}$. The upper-left block has the eigenvalues
\begin{equation}
E_{A,B}=\frac{E_s+E_O}{2}\pm h. \label{eq:EAB}
\end{equation}
For the antibonding state $|A\rangle=c_s|s\rangle+c_O|\phi\rangle$ the first row reads $(E_A-E_s)c_s=V_0c_O$, with $E_A-E_s=h-\delta$. Since $V_0^2=(h-\delta)(h+\delta)$, one has $c_O^2/c_s^2=(h-\delta)/(h+\delta)$. Normalization then gives
\begin{equation}
c_s^2=\frac{h+\delta}{2h},\qquad c_O^2=\frac{h-\delta}{2h}. \label{eq:c}
\end{equation}
Both amplitudes are taken positive, as $V_0>0$ allows. The bonding state is $|B\rangle=c_O|s\rangle-c_s|\phi\rangle$. Projecting the last column of \eqref{eq:H} on these states gives the couplings $Mu$ and $M_Bu$ to $P$, with
\begin{equation}
M=c_s\lambda_s+c_O\lambda_O,\qquad M_B=c_O\lambda_s-c_s\lambda_O. \label{eq:M}
\end{equation}
For $\lambda_s,\lambda_O<0$ the two parts of $M$ add, while those of $M_B$ oppose each other.

\section{Lowering by 5p mixing}

For an eigenvector with components $x_A,x_B,x_P$,
\begin{equation}
\begin{aligned}
(E-E_A)x_A&=Mu\,x_P,\qquad (E-E_B)x_B=M_Bu\,x_P,\\
(E-E_P)x_P&=Mu\,x_A+M_Bu\,x_B.
\end{aligned}\label{eq:rows}
\end{equation}
Eliminating $x_A$ and $x_B$ gives
\begin{equation}
E-E_P=u^2\left[\frac{M^2}{E-E_A}+\frac{M_B^2}{E-E_B}\right]. \label{eq:sec}
\end{equation}
Let $x=E-E_A$, $\Delta=E_P-E_A>0$ and $D=E_A-E_B$. Multiplication by $x$ yields
\begin{equation}
x(x-\Delta)=u^2\left[M^2+\frac{M_B^2x}{D+x}\right]. \label{eq:x}
\end{equation}
Changing the sign of $u$ is undone by changing the sign of $|P\rangle$, so $x$ is even in $u$. Insert $x=\alpha u^2+\beta u^4+\dots$. The orders $u^2$ and $u^4$ are
\begin{equation}
-\Delta\alpha=M^2,\qquad \alpha^2-\Delta\beta=\frac{M_B^2\alpha}{D},
\end{equation}
and therefore
\begin{equation}
\boxed{\alpha=-\frac{M^2}{E_P-E_A}},\qquad
\beta=\frac{M^4}{\Delta^3}+\frac{M^2M_B^2}{\Delta^2D}. \label{eq:ab}
\end{equation}
The quadratic lowering has two conditions: $M\neq0$ and $E_P>E_A$. If $M=0$, the first line of \eqref{eq:rows} leaves $A$ unshifted at any $u$. If the $5p$ level lay below $E_A$, the same $\alpha$ would be positive and the level would rise. Since $\beta>0$, the first correction weakens the lowering.

\subsection{Larger displacements}

Take $M$ and $M_B$ nonzero and $V$ fixed. Let $F(E)$ be the left side of \eqref{eq:sec} minus the right. Between $E_B$ and $E_A$ it rises from $-\infty$ to $+\infty$, because
\begin{equation}
F'(E)=1+u^2\left[\frac{M^2}{(E-E_A)^2}+\frac{M_B^2}{(E-E_B)^2}\right]>0.
\end{equation}
One root lies in this interval, and it is the one that starts from $E_A$. Differentiating $F=0$ with respect to $u^2$, and using \eqref{eq:sec} for the bracket, gives
\begin{equation}
\frac{dE}{d(u^2)}=\frac{E-E_P}{u^2F'(E)}<0. \label{eq:mono}
\end{equation}
The level thus falls steadily with $|u|$ but stays above $E_B$.

If $M_B=0$, the bonding state decouples and \eqref{eq:x} is a quadratic equation:
\begin{equation}
x=\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+M^2u^2}. \label{eq:two}
\end{equation}
This is quadratic for $|u|\ll\Delta/(2|M|)$ and approaches $\Delta/2-|M|u$ for large positive $u$. Its power series converges only up to $|u|=\Delta/(2|M|)$, so beyond that point further terms do not help.

\subsection{The lone pair}

The first line of \eqref{eq:rows} gives $x_P/x_A=(E-E_A)/(Mu)$, which to first order is
\begin{equation}
x_P\simeq\frac{\alpha u^2}{Mu}=-\frac{Mu}{\Delta}. \label{eq:xp}
\end{equation}
For $M<0$ and $u>0$ this is positive, like the $5s$ amplitude $x_s$. The $s$--$p$ cross term moves the mean position of an electron in this level by $2x_sx_Pz_{sp}$ relative to the tin nucleus. The shift is along $+\hat{\mathbf z}$, and the oxygen plane lies on the other side. The tin part of the mixed state thus has the lopsided shape of a lone pair pointing away from oxygen; the rest of the level lies on the oxygen atoms.

\section{Other terms of order \texorpdfstring{$u^2$}{u2}}

The level also moves because the even entries of $H$ change. From \eqref{eq:V}, $V=V_0+V_2u^2+\dots$ with $V_2=-3V_0/(2a^2)$. Let the site energies of $s$ and $\phi$ change by $a_su^2$ and $a_Ou^2$. First-order perturbation theory in these changes gives
\begin{equation}
E_A(u)-E_A=\left[\alpha+2c_sc_OV_2+c_s^2a_s+c_O^2a_O\right]u^2+O(u^4). \label{eq:all}
\end{equation}
The second term is a lowering without any $5p$ character: the stretched bond pushes the antibonding level up less.

A lower level does not by itself make the centred site unstable. The trace of \eqref{eq:H} is $E_s+E_O+E_P$, whatever $V$ is. The energy of the four electrons is twice this trace minus twice the highest eigenvalue. By \eqref{eq:sec} that eigenvalue rises by $u^2[M^2/\Delta+M_B^2/(E_P-E_B)]$, and $V_2$ affects it first at order $u^4$. At fixed site energies the electronic energy therefore changes by $-Wu^2$, with
\begin{equation}
W=2\left[\frac{M^2}{\Delta}+\frac{M_B^2}{E_P-E_B}\right]. \label{eq:W}
\end{equation}
The $V_2$ terms cancel because stretching raises the bonding level by as much as it lowers the antibonding level. If all remaining forces supply an energy $\frac12Ku^2$, the centred site is unstable when $K<2W$.

\section{The missing oxygen combination}

With all twelve O $2p$ orbitals, one further combination has the full symmetry of the displaced square: $|\chi\rangle=\frac12\sum_j|p_{j,z}\rangle$. Its energy is $E_O$, and hopping between oxygen atoms is neglected. Equations \eqref{eq:sp} and \eqref{eq:pp} give
\begin{equation}
\begin{aligned}
\langle s|H|\chi\rangle&=-2V_{sp\sigma}\frac{a^2u}{R^3}\simeq\mu u,\qquad \mu=-\frac{2V_{sp\sigma}}{a},\\
\langle P|H|\chi\rangle&=\frac{2a^2}{R^2}\Big[V_{pp\pi}+(V_{pp\sigma}-V_{pp\pi})\frac{u^2}{R^2}\Big]\simeq w=2V_{pp\pi}.
\end{aligned}\label{eq:chi}
\end{equation}
The odd states $P$ and $\chi$ are thus mixed already at $u=0$. State $A$ couples to them through $u\,\mathbf m$, with $\mathbf m=(M,m_\chi)$ and $m_\chi=c_s\mu$. Eliminating both, and setting $E=E_A$ in the denominator at this order, gives the coefficient
\begin{equation}
\alpha_4=\mathbf m^{T}\begin{pmatrix}-\Delta&-w\\-w&\epsilon\end{pmatrix}^{-1}\mathbf m
=-\frac{\epsilon M^2+2wMm_\chi-\Delta m_\chi^2}{\Delta\epsilon+w^2}, \label{eq:a4}
\end{equation}
where $\epsilon=E_A-E_O$. For $w=0$ it reduces to $\alpha+m_\chi^2/\epsilon$: the lower-lying $\chi$ pushes $A$ up. Since $V_{pp\pi}<0$ while $M$ and $m_\chi$ have equal signs, the cross term opposes the lowering as well.

\section{Worked example}

Round parameters are chosen for illustration and are not fitted to SnO: $E_s=-3$, $E_O=0$, $E_P=6$, $V_{sp\sigma}=1.5$, $V_{pp\sigma}=2.4$, $V_{pp\pi}=-0.6$ eV; $a=2.0$ \AA, $U''=-1.0$ eV/\AA$^2$, $z_{sp}=1.0$ \AA. For comparison, a density-functional (PBE) calculation of the free tin atom gives $z_{sp}\approx0.77$ \AA{} and a $5s$--$5p$ separation of about 6.9 eV, against 1.0 \AA{} and 9 eV here. With the chosen values, $V_0=3.0$ eV, $\lambda_s=-1.0$ eV/\AA{} and $\lambda_O=-2(3.0)/2.0=-3.0$ eV/\AA.

With $\delta=-1.5$ eV and $h=\sqrt{2.25+9}=3.354$ eV, \eqref{eq:EAB} gives $E_A=1.854$ and $E_B=-4.854$ eV, so $\Delta=4.146$ eV. The $5s$ weight is $c_s^2=0.276$, with $c_s=0.526$ and $c_O=0.851$. Hence
\begin{align}
M&=-0.526-2.552=-3.078\ \text{eV/\AA},\\
\alpha&=-\frac{(3.078)^2}{4.146}=-2.285\ \text{eV/\AA}^2,
\end{align}
or $-0.0235$ hartree/bohr$^2$. Also $M_B=0.727$ eV/\AA{} and $\beta=1.30$ eV/\AA$^4$. The quartic term reaches a tenth of the quadratic one at $u=0.42$ \AA. Numerical diagonalization of \eqref{eq:H} at fixed $V_0$ gives these shifts in eV:
\begin{center}
\begin{tabular}{cccc}
$u$ (\AA) & full & $\alpha u^2$ & $\alpha u^2+\beta u^4$\\
0.10 & $-0.0227$ & $-0.0228$ & $-0.0227$\\
0.20 & $-0.089$ & $-0.091$ & $-0.089$\\
0.40 & $-0.337$ & $-0.366$ & $-0.332$\\
1.15 & $-1.99$ & $-3.02$ & $-0.74$
\end{tabular}
\end{center}
At $u=1.15$ \AA{} both truncated series fail. The scale in \eqref{eq:two} is $\Delta/(2|M|)=0.67$ \AA, and the closed form \eqref{eq:two} itself gives $2.07-\sqrt{4.30+12.53}=-2.03$ eV, close to the full result. For the matrix \eqref{eq:H}, with its linear couplings, the failure is thus that of the expansion, not of the two-state picture of $A$ and $P$. Whether linear couplings are still adequate at such a displacement is a separate question, taken up in the comparison with SnO.

At $u=0.20$ \AA{} the $5p$ amplitude is $0.144$, against $0.148$ from \eqref{eq:xp}. The $5p$ weight is 2\%, yet the cross term moves the electron by $0.15$ \AA{} away from oxygen, because it is linear in the amplitude. These are three-level values; with bond stretching and the fourth level of \eqref{eq:chi} the amplitude falls to $0.10$ and the shift to $0.10$ \AA.

\subsection{Sizes of the neglected effects}

Bond stretching has $V_2=-1.125$ eV/\AA$^2$ and adds $2c_sc_OV_2=-1.01$ eV/\AA$^2$ to the level coefficient.

For the site energies, let effective charges $-q$ on the four oxygen atoms produce $U''=-4q/a^3$, and let tin carry $+q$. The tin term is $a_s=U''/2=-0.50$ eV/\AA$^2$. An electron on oxygen loses attraction as tin recedes, so $a_O=q/(2a^3)=-U''/8=+0.125$ eV/\AA$^2$. Weighted as in \eqref{eq:all}, they nearly cancel: $-0.05$ eV/\AA$^2$. The charge implied is $q=0.14$, far below the formal value 2; it is an assumption. More distant ions do not explain it: with formal charges in the SnO lattice they cancel about a third of the field of the four neighbours at the real tin height, and a little under 60\% for a small displacement of all tin atoms in the same pattern. The rest of the reduction is assumed here, not derived. The uniform slope used in \eqref{eq:ls} is a smaller approximation: with PBE orbitals of the free tin atom and point charges at the four oxygen sites, it overstates the $s$--$p$ coupling near $u=0$ by about 12\% for $a=2.0$ \AA{} (10.5 to 11.8\% depending on the basis set) and by about 15\% for $a=1.9$ \AA. Doubling $U''$ would change $M$ to $-3.60$ eV/\AA{} and $\alpha$ to $-3.13$ eV/\AA$^2$.

The largest correction is the fourth level. With $\epsilon=1.854$ eV, $w=-1.2$ eV and $m_\chi=0.526(-1.5)=-0.789$ eV/\AA, \eqref{eq:a4} becomes
\begin{equation}
\alpha_4=-\frac{17.56-5.83-2.58}{7.69+1.44}=-1.00\ \text{eV/\AA}^2,
\end{equation}
less than half of $\alpha$. The direct push from $\chi$ accounts for $+0.34$ eV/\AA$^2$; the remaining $+0.95$ comes from its coupling to $5p_z$. With bond stretching the four-level total is $-2.01$ eV/\AA$^2$. This lies near the three-level $\alpha$ only because two omitted terms of opposite sign nearly offset each other for these parameters.

Equation \eqref{eq:W} gives $W=4.67$ eV/\AA$^2$, hence a critical stiffness of $9.3$ eV/\AA$^2$. Diagonalizing the four-level matrix with the full entries \eqref{eq:V}, \eqref{eq:lo} and \eqref{eq:chi}, and filling its three lower levels, gives an energy coefficient of $-2.60$ eV/\AA$^2$. The critical stiffness drops to $5.2$ eV/\AA$^2$. The three-level model therefore overstates the drive towards the off-centre site.

Neither model includes the filled oxygen levels bonded to Sn $5p_x$ and $5p_y$. Displacement weakens these bonds. With all twelve O $2p$ orbitals, the whole $5p$ shell and the same bond integrals, this adds $+3.83$ eV/\AA$^2$, and the energy of all filled levels has the coefficient $+1.23$ eV/\AA$^2$. At fixed site energies and the chosen $U''$ this cluster thus has no net electronic drive off centre. That sign rests on the assumed ion field: the coefficient is $-0.09$ eV/\AA$^2$ for $U''=-2$ eV/\AA$^2$ and $-1.90$ eV/\AA$^2$ for $U''=-3$ eV/\AA$^2$. In the criterion $K<2W$ the cost of the in-plane bonds belongs to $K$, so the critical values above do not show that the site is unstable.

Spin-orbit coupling $\zeta\,\mathbf L\cdot\mathbf S$ splits the $5p$ shell, taken as degenerate, into levels at $+\zeta/2$ and $-\zeta$, which hold $2/3$ and $1/3$ of $5p_z$. With a rough $\zeta=0.3$ eV the coefficient becomes
\begin{equation}
-M^2\left[\frac{2/3}{\Delta+\zeta/2}+\frac{1/3}{\Delta-\zeta}\right]=-2.291\ \text{eV/\AA}^2,
\end{equation}
a change of 0.3\%. Moving $E_P$ to 5 or 7 eV, as a stand-in for band dispersion, changes $\alpha$ to $-3.01$ or $-1.84$ eV/\AA$^2$.

For thermal motion, take a site held at $u=0.20$ \AA{} with a chosen net stiffness of 5 eV/\AA$^2$. At 300 K, $k_BT=0.026$ eV exceeds the vibration quantum of $0.013$ eV for the tin mass, so classical equipartition is a fair estimate. The rms motion is $\sqrt{0.0259/5}=0.072$ \AA. Multiplied by the slope of the full three-level curve, it gives a spread of the level of about $0.06$ eV, comparable with the static shift of $0.089$ eV.

\subsection{Comparison with SnO}

In the layered crystal, tin sits roughly 1.2 \AA{} from the plane of its four oxygen neighbours, with bonds of roughly 2.2 \AA. The small-displacement law does not apply there. At $u=1.15$ \AA, close to that height, the three-level model at fixed $V_0$ gives a shift of $-1.99$ eV, but only because its couplings keep growing linearly. With the full distance dependence of \eqref{eq:lo} the shift is halved to $-1.00$ eV. The four-level model with stretching, which includes that dependence, gives $-1.33$ eV. Both values still keep the ion-field coupling $\lambda_su$ linear. If it instead follows the field of the four point charges, $\lambda_su(1+u^2/a^2)^{-3/2}$, they become $-0.84$ and $-1.24$ eV. The crystal also breaks the assumption of an isolated cluster: each oxygen atom is shared by four tin atoms, and the levels broaden into bands. The separation $\Delta=4.1$ eV is accordingly not the fundamental gap of SnO, which is roughly 0.7 eV. The 1 eV variation of $E_P$ above already moves $\alpha$ by 20 to 30\%, and overlap and electron correlation are also left out.

For a p-type film the level matters if it forms the valence-band edge. With nondegenerate holes, and with the Fermi energy and band shape held fixed, the hole density varies as $\exp[(E_A-E_F)/k_BT]$. The model shift of $-0.089$ eV at $u=0.20$ \AA{} would then reduce it by a factor $\exp(0.089/0.0259)\approx30$ at 300 K. The four-level model with stretching gives $-0.078$ eV and a factor of about 20. In a real film charge neutrality also moves the Fermi energy, so such a factor describes the sensitivity to the band edge and is not a predicted hole density.
